# Donor sheet density for 0.7 V band bending in gallium arsenide: a numerical check

```python
"""Donor sheet below a GaAs surface: result under test  N = eps V / (q d).
N: donors per area, d: sheet depth, V: band bending from surface to sheet,
eps: permittivity, q: elementary charge. The material is otherwise empty and
the balancing negative charge sits at the surface.
Internal units: nm, V (energies in eV), densities in nm^-2 and nm^-3.
Also tested: spread layers, back field of a real substrate, random donors,
barrier tunnelling and the lowest level in the well at the sheet."""
import numpy as np
from scipy import constants as c
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import ai_zeros

# Inputs (material values are rough typical ones for GaAs)
bending, depth = 0.7, 10.0
eps_r, mass_e, mass_h, gap = 12.9, 0.067, 0.5, 1.42
temperature, surface_barrier = 300.0, 0.8
acceptors = 1e15 * 1e-21
vt = c.k * temperature / c.e
s = c.e / (eps_r * c.epsilon_0) * 1e9          # q/eps in V nm
to_cm2 = 1e14

# Main result
N = bending / (s * depth)
field = s * N                                  # V/nm

# Coulomb's law: donors and their images in the equipotential surface
def coulomb_mean(z):
    a, b = z, z + 2 * depth
    f = lambda r: r * (1 / np.hypot(r, a) - 1 / np.hypot(r, b))
    integral = quad(f, 0, 50, limit=200)[0] + quad(f, 50, np.inf, limit=200)[0]
    return s / (4 * np.pi) * N * 2 * np.pi * integral

coulomb_values = [coulomb_mean(z) for z in (1.0, 10.0, 40.0)]
assert np.allclose(coulomb_values, bending, rtol=1e-5)

# Spread layers: integrate Poisson's equation twice on a grid
x = np.linspace(0, 20, 20001)
dx = x[1] - x[0]
def bending_of_profile(profile):
    profile = profile / np.sum((profile[1:] + profile[:-1]) * dx / 2) * N
    cumulative = np.r_[0, np.cumsum((profile[1:] + profile[:-1]) * dx / 2)]
    local_field = s * (N - cumulative)
    return np.sum((local_field[1:] + local_field[:-1]) * dx / 2)

spread_bending = bending_of_profile(np.exp(-(x - depth)**2 / 2))
uniform_bending = bending_of_profile((x <= depth).astype(float))
assert abs(spread_bending - bending) < 1e-4
assert abs(uniform_bending - bending / 2) < 1e-3   # grid edge of the box

# Back field from residual acceptors and thermal electrons
def band_density(mass):
    return 2 * (mass * c.m_e * c.k * temperature
                / (2 * np.pi * c.hbar**2))**1.5 * 1e-27
Nc, Nv = band_density(mass_e), band_density(mass_h)
edge_at_sheet = surface_barrier - bending
n_sheet = Nc * np.exp(-edge_at_sheet / vt)
edge_deep = gap - vt * np.log(Nv / acceptors)
substrate_bending = edge_deep - edge_at_sheet
back_field = np.sqrt(2 * s * (acceptors * substrate_bending
                              + vt * (n_sheet - acceptors)))
N_extra = back_field / s

# Full nonlinear Poisson solution, finite volumes, damped Newton iteration
def solve_poisson(sheet):
    near = np.linspace(0, 20, 201)
    far = 20 + np.cumsum(0.1 * 1.02**np.arange(1, 325))
    grid = np.r_[near, far]
    h = np.diff(grid)
    volume = (h[1:] + h[:-1]) / 2
    donor = np.zeros(len(grid) - 2)
    sheet_node = int(np.argmin(abs(grid - depth)))
    donor[sheet_node - 1] = sheet
    u = np.interp(grid, [0, grid[-1]], [surface_barrier / vt, edge_deep / vt])
    K = s / vt
    for _ in range(3000):
        n = Nc * np.exp(-u[1:-1])
        p = Nv * np.exp(u[1:-1] - gap / vt)
        slope = np.diff(u) / h
        residual = np.diff(slope) - K * (volume * (p - n - acceptors) + donor)
        bands = np.zeros((3, len(n)))
        bands[0, 1:] = 1 / h[1:-1]
        bands[1] = -1 / h[1:] - 1 / h[:-1] - K * volume * (n + p)
        bands[2, :-1] = 1 / h[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        largest = np.max(abs(step))
        u[1:-1] += step * min(1.0, 1.0 / max(largest, 1e-30))
        if largest < 1e-8:
            break
    assert largest < 1e-8
    return surface_barrier - vt * u[sheet_node]

bending_plain = solve_poisson(N)
bending_corrected = solve_poisson(N + N_extra)
assert abs(bending_corrected - bending) < 1e-3     # grid and small charges
assert bending_plain < bending - 0.005

# Random donor positions: closed form against direct sampling
z_obs = 10.0
a, b = z_obs, z_obs + 2 * depth
rms = s / (4 * np.pi) * np.sqrt(2 * np.pi * N
                              * np.log((a + b)**2 / (4 * a * b)))
rng = np.random.default_rng(1)
radius = 200.0
samples = []
for _ in range(3000):
    count = rng.poisson(N * np.pi * radius**2)
    r2 = radius**2 * rng.random(count)
    samples.append(s / (4 * np.pi) * np.sum(1 / np.sqrt(r2 + a*a)
                                          - 1 / np.sqrt(r2 + b*b)))
rms_sampled = np.std(samples)
assert abs(rms_sampled / rms - 1) < 0.06           # sampling error near 1.3 %

# Donor binding scales (hydrogenic) and donor spacing
bohr = c.physical_constants["Bohr radius"][0] * 1e9 * eps_r / mass_e
binding = (c.physical_constants["Rydberg constant times hc in eV"][0]
           * mass_e / eps_r**2)
spacing = 1 / np.sqrt(N)
binding_field = binding / bohr
assert bohr > spacing and field / 2 > 10 * binding_field

# Tunnelling through the triangular barrier, from the band edge at the sheet
kinetic = c.hbar**2 / (2 * mass_e * c.m_e * c.e) * 1e18   # eV nm^2
exponent = 4 / 3 * depth * np.sqrt(bending / kinetic)
exponent_quad = 2 * quad(lambda y: np.sqrt(field * y / kinetic), 0, depth)[0]
assert abs(exponent / exponent_quad - 1) < 1e-6

# Lowest level in the well formed by the steep front and weak back fields
step_x = 0.1
xx = np.arange(step_x, 200, step_x)
well = np.where(xx < depth, field * (depth - xx), back_field * (xx - depth))
level = eigh_tridiagonal(2 * kinetic / step_x**2 + well,
                         -kinetic / step_x**2 * np.ones(len(xx) - 1),
                         select="i", select_range=(0, 0))[0][0]
hard_wall = -ai_zeros(1)[0][0] * (kinetic * back_field**2)**(1 / 3)
assert 0.8 < level / hard_wall < 1.0               # soft front lowers the level

print(f"Band bending V: {bending:.2f} V")
print(f"Sheet depth d: {depth:.1f} nm")
print(f"Relative permittivity (rough): {eps_r:.1f}")
print(f"q/eps: {s:.4f} V nm")
print(f"Donor sheet density N: {N*to_cm2:.3e} cm^-2")
print(f"Donor sheet density N: {N:.4f} nm^-2")
print(f"Field between surface and sheet: {field*10:.3f} MV/cm")
print(f"Surface charge magnitude: {c.e*N*to_cm2*1e6:.3f} uC/cm2")
for other in (9.0, 11.0):
    print(f"N if depth is {other:.0f} nm: {bending/(s*other)*to_cm2:.3e} cm^-2")
print("Coulomb-sum bending 1, 10, 40 nm behind sheet: "
      + ", ".join(f"{v:.4f}" for v in coulomb_values) + " V")
print(f"Bending, same N spread with 1 nm rms width: {spread_bending:.4f} V")
print(f"Bending, same N uniform from 0 to d: {uniform_bending:.3f} V")
print(f"Temperature: {temperature:.0f} K; kT: {vt*1e3:.2f} meV")
print(f"Electron mass (rough): {mass_e:.3f} m_e; hole mass: {mass_h:.1f} m_e")
print(f"Band gap (rough): {gap:.2f} eV")
print(f"Surface conduction edge above Fermi level: {surface_barrier:.2f} eV")
print(f"Conduction edge at sheet above Fermi level: {edge_at_sheet:.2f} eV")
print(f"Surface valence edge from Fermi level: {surface_barrier-gap:.2f} eV")
print(f"Residual acceptors (rough): {acceptors*1e21:.1e} cm^-3")
print(f"Thermal electron density at sheet: {n_sheet*1e21:.2e} cm^-3")
print(f"Substrate bending behind sheet: {substrate_bending:.3f} V")
print(f"Back field behind sheet: {back_field*10:.4f} MV/cm")
print(f"Extra donors needed: {N_extra*to_cm2:.2e} cm^-2")
print(f"Extra donors relative to N: {100*N_extra/N:.1f} %")
print(f"Corrected donor density: {(N+N_extra)*to_cm2:.3e} cm^-2")
print(f"Full Poisson bending with N: {bending_plain:.4f} V")
print(f"Full Poisson bending with corrected N: {bending_corrected:.4f} V")
print(f"Rms potential from random donors, {z_obs:.0f} nm behind: {rms*1e3:.1f} mV")
print(f"Same rms from direct sampling: {rms_sampled*1e3:.1f} mV")
print(f"Mean donor spacing N^(-1/2): {spacing:.2f} nm")
print(f"Hydrogenic donor radius: {bohr:.2f} nm")
print(f"Hydrogenic donor binding energy: {binding*1e3:.2f} meV")
print(f"Donor binding field: {binding_field*10:.4f} MV/cm")
print(f"Mean field at the sheet plane: {field*5:.3f} MV/cm")
print(f"Lowest level above well bottom: {level*1e3:.1f} meV")
print(f"WKB exponent of barrier: {exponent:.2f}")
print(f"WKB transmission of barrier: {np.exp(-exponent):.1e}")
print("all tests passed")
```

Output:

```
Band bending V: 0.70 V
Sheet depth d: 10.0 nm
Relative permittivity (rough): 12.9
q/eps: 1.4027 V nm
Donor sheet density N: 4.990e+12 cm^-2
Donor sheet density N: 0.0499 nm^-2
Field between surface and sheet: 0.700 MV/cm
Surface charge magnitude: 0.800 uC/cm2
N if depth is 9 nm: 5.545e+12 cm^-2
N if depth is 11 nm: 4.537e+12 cm^-2
Coulomb-sum bending 1, 10, 40 nm behind sheet: 0.7000, 0.7000, 0.7000 V
Bending, same N spread with 1 nm rms width: 0.7000 V
Bending, same N uniform from 0 to d: 0.350 V
Temperature: 300 K; kT: 25.85 meV
Electron mass (rough): 0.067 m_e; hole mass: 0.5 m_e
Band gap (rough): 1.42 eV
Surface conduction edge above Fermi level: 0.80 eV
Conduction edge at sheet above Fermi level: 0.10 eV
Surface valence edge from Fermi level: -0.62 eV
Residual acceptors (rough): 1.0e+15 cm^-3
Thermal electron density at sheet: 9.09e+15 cm^-3
Substrate bending behind sheet: 1.085 V
Back field behind sheet: 0.0191 MV/cm
Extra donors needed: 1.36e+11 cm^-2
Extra donors relative to N: 2.7 %
Corrected donor density: 5.126e+12 cm^-2
Full Poisson bending with N: 0.6819 V
Full Poisson bending with corrected N: 0.6999 V
Rms potential from random donors, 10 nm behind: 33.5 mV
Same rms from direct sampling: 34.1 mV
Mean donor spacing N^(-1/2): 4.48 nm
Hydrogenic donor radius: 10.19 nm
Hydrogenic donor binding energy: 5.48 meV
Donor binding field: 0.0054 MV/cm
Mean field at the sheet plane: 0.350 MV/cm
Lowest level above well bottom: 24.5 meV
WKB exponent of barrier: 14.79
WKB transmission of barrier: 3.8e-07
all tests passed
```
